# Conductivity anisotropy of an ellipsoidal Fermi surface under two scattering rules

## Problem

A metal has one parabolic band,

$$
\varepsilon(\mathbf k)=\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac{\hbar^2k_z^2}{2m_l},\qquad r=\frac{m_l}{m_t}=4 .
$$

Its Fermi surface is an ellipsoid elongated along $z$, the direction of heavy mass. Let $A=\sigma_{xx}/\sigma_{zz}$ be the conductivity anisotropy. Find $A$ under two rules for the scattering:

1. the relaxation time $\tau$ is the same for all states on the Fermi surface;
2. the mean free path $\lambda=|\mathbf v|\tau$ is the same for all of them, so that $\tau=\lambda/|\mathbf v|$ depends on direction.

Which rule gives the weaker anisotropy, and by how much?

For numbers take carrier density $n=2\times10^{22}$ cm$^{-3}$, $m_t=0.6\,m_e$, $m_l=2.4\,m_e$ and $\lambda=10$ nm. The carriers are degenerate, the response is linear, and the Boltzmann equation is used in its relaxation-time form. Both rules are models of scattering; neither is derived here from a microscopic mechanism.

## First estimate by scaling

The Drude form $\sigma_{ii}\sim ne^2\tau_i/m_i$ suffices, with $\tau_i$ a typical relaxation time of the carriers that carry current along $i$. If $\tau$ is constant, it cancels and $A\sim m_l/m_t=4$.

For constant $\lambda$, suppose that the current along $x$ is carried at the equator of the ellipsoid and the current along $z$ at its poles. The speeds there follow from $\tfrac12 m_iv_i^2=E_F$:

$$
v_t=\sqrt{2E_F/m_t},\qquad v_l=\sqrt{2E_F/m_l}=v_t/\sqrt r .
$$

The polar carriers are slower, and at equal path they live longer by the factor $\sqrt r$. Hence

$$
A\sim\frac{m_l}{m_t}\,\frac{\lambda/v_t}{\lambda/v_l}=r\,\frac{v_l}{v_t}=\sqrt r=2 .
$$

The estimate says that constant path gives the weaker anisotropy, by a factor of two. It assigns each current to a single point or line of the Fermi surface, and the full average must show how good that is.

## Exact solution within the model

**Conductivity as an average over directions.** For electrons of charge $-e$ in a field $\mathbf E$, the steady linearized Boltzmann equation is

$$
-\frac{e}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f_0=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=e\tau\,(\mathbf E\cdot\mathbf v)\,\frac{\partial f_0}{\partial\varepsilon},
$$

because $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$. The current density is $\mathbf j=-2e\int \mathbf v\,\delta f\,d^3k/(2\pi)^3$, with the factor two for spin. The two minus signs, from the charge and from the slope of $f_0$, combine to give

$$
\sigma_{ij}=\frac{e^2}{4\pi^3}\int d^3k\;\tau v_iv_j\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
$$

For degenerate carriers the last factor is $\delta(\varepsilon-E_F)$.

Now set $k_i=\sqrt{m_i}\,q\,n_i$, where $\mathbf n$ is a unit vector, $m_x=m_y=m_t$ and $m_z=m_l$. Then $\varepsilon=\hbar^2q^2/2$, and with $M=\sqrt{m_t^2m_l}$ the volume element is $d^3k=M q^2\,dq\,d\Omega$. Since $dq/d\varepsilon=q/(2\varepsilon)$, the energy integral leaves the constant $Mq_F^3/(2E_F)$ in front of $\int d\Omega$. The density fixes this constant:

$$
n=\frac{1}{4\pi^3}\,M\,\frac{4\pi q_F^3}{3}=\frac{Mq_F^3}{3\pi^2}
\quad\Rightarrow\quad
\frac{Mq_F^3}{2E_F}=\frac{3\pi^2n}{2E_F}.
$$

Writing $\int d\Omega=4\pi\langle\cdots\rangle$, with a uniform average over $\mathbf n$, gives

$$
\sigma_{ii}=\frac{e^2}{4\pi^3}\,\frac{3\pi^2n}{2E_F}\,4\pi\langle\tau v_i^2\rangle
=\frac{3ne^2}{2E_F}\langle\tau v_i^2\rangle,\qquad
v_i=\frac{\hbar k_i}{m_i}=\sqrt{\frac{2E_F}{m_i}}\;n_i .
$$

The off-diagonal elements vanish by reflection symmetry.

**Constant relaxation time.** Here $\langle n_i^2\rangle=1/3$, so $\sigma_{ii}=ne^2\tau/m_i$ and

$$
A_\tau=r=4 .
$$

**Constant mean free path.** Let $u=n_z$ and $a=1-1/r$. The speed is

$$
|\mathbf v|=v_t\sqrt{1-u^2+u^2/r}=v_t\sqrt{1-au^2}.
$$

A uniform average over directions is a uniform average over $u$ from 0 to 1, and averaging over azimuth replaces $n_x^2$ by $(1-u^2)/2$. Define

$$
I_0=\int_0^1\frac{du}{\sqrt{1-au^2}},\qquad I_2=\int_0^1\frac{u^2\,du}{\sqrt{1-au^2}} .
$$

With $\tau=\lambda/|\mathbf v|$ and $2E_F=m_tv_t^2$,

$$
\sigma_{xx}=\frac{3ne^2\lambda}{2m_tv_t}(I_0-I_2),\qquad
\sigma_{zz}=\frac{3ne^2\lambda}{m_lv_t}I_2,\qquad
A_\lambda=r\,\frac{I_0-I_2}{2I_2}.
$$

For $a>0$, $I_0=\arcsin(\sqrt a)/\sqrt a$. To find $I_2$, let $J=\int_0^1\sqrt{1-au^2}\,du$. Writing $au^2=1-(1-au^2)$ in the numerator of $aI_2$ gives $aI_2=I_0-J$. Integrating $J$ by parts gives $J=\sqrt{1-a}+aI_2$. Eliminating $J$,

$$
I_2=\frac{I_0-\sqrt{1-a}}{2a}.
$$

For $r=4$ we have $a=3/4$, $\sqrt{1-a}=1/2$ and $\arcsin(\sqrt3/2)=\pi/3$. Thus $I_0=2\pi/(3\sqrt3)=1.2092$ and $I_2=\tfrac23(I_0-\tfrac12)=0.4728$. Since $I_0-I_2=\tfrac13(I_0+1)$,

$$
A_\lambda=4\,\frac{\tfrac13(I_0+1)}{\tfrac43(I_0-\tfrac12)}
=\frac{I_0+1}{I_0-\tfrac12}
=\frac{4\pi+6\sqrt3}{4\pi-3\sqrt3}=3.115 .
$$

**Why it is weaker for every $r>1$.** The weight $w(u)=1/\sqrt{1-au^2}$, which is proportional to the relaxation time, increases with $u$. Because $\int_0^1(u^2-\tfrac13)du=0$, a constant may be subtracted from $w$:

$$
I_2-\tfrac13I_0=\int_0^1\left(u^2-\tfrac13\right)\left[w(u)-w(1/\sqrt3)\right]du>0 .
$$

The two factors change sign at the same point, so the integrand is never negative. It follows that $I_0-I_2<2I_2$, and $A_\lambda<r$.

There is also a lower bound. With $s=\sqrt{1-a}=1/\sqrt r$,

$$
I_0-2I_2=I_0-\frac{I_0-s}{a}=\frac{s-(1-a)I_0}{a}=\frac{s(1-sI_0)}{a}>0,
$$

since $w<1/s$ for $u<1$ makes $I_0<1/s$. Therefore $A_\lambda=(r/2)(I_0/I_2-1)>r/2$. At $r=4$ the anisotropy must lie between 2 and 4.

The cause is the longer life of slow carriers, which favours the poorly conducting direction. If the rule is reversed, with $\tau$ proportional to $|\mathbf v|$, the computed anisotropy rises to 5.03.

## Comparison of estimate and solution

The scaling argument finds the right direction of the change but overstates it: 2 instead of 3.12. The lifetimes show why. At $E_F=2.82$ eV the speeds are $v_t=1286$ km/s and $v_l=643$ km/s, so $\tau$ runs from 7.78 fs at the equator to 15.55 fs at the poles. The effective times, defined by $\sigma_{ii}=ne^2\tau_i/m_i$, are

$$
\tau_x=\tfrac32\frac{\lambda}{v_t}(I_0-I_2)=1.5\times7.776\times0.7364=8.6\ \text{fs},
$$

$$
\tau_z=3\frac{\lambda}{v_t}I_2=3\times7.776\times0.4728=11.0\ \text{fs}.
$$

Current along $z$ comes from a broad part of the surface, where most carriers also move sideways and are faster than at the pole. The ratio $\tau_x/\tau_z=0.78$ is the reduction from 4 to 3.12; the estimate had used 0.5.

Two limits sharpen the comparison.

- **Nearly spherical surface.** Let $r=1+\epsilon$, so $a\approx\epsilon$. Expanding $w\approx1+au^2/2$ gives $I_0\approx1+a/6$ and $I_2\approx\tfrac13+a/10$. Then $(I_0-I_2)/(2I_2)\approx1-a/5$ and $A_\lambda\approx1+\tfrac45\epsilon$. The estimate $\sqrt r$ gives $1+\tfrac12\epsilon$.
- **Very long ellipsoid.** As $a\to1$, $I_0\to\pi/2$ and $I_2\to\pi/4$, so $A_\lambda/r\to 1/2$. The approach is slow: the next term gives $A_\lambda\approx r/2+2\sqrt r/\pi$, and at $r=100$ the ratio $A_\lambda/r$ is still 0.56. The estimate $\sqrt r$ now has the wrong power. The long-lived polar carriers occupy too small a range of $u$ to control the average.

The shape matters as well as the size of the mass ratio. For a flattened ellipsoid with $r=1/4$, $z$ is the good direction and $\sigma_{zz}/\sigma_{xx}=2.985$ at constant path, against 4 at constant time.

**Conductivities.** To compare magnitudes, hold $n$, the masses and the trace $2\sigma_{xx}+\sigma_{zz}$ fixed. Equating the traces of the two rules gives

$$
\tau=\frac{\lambda}{v_t}\,\frac{3(I_0-I_2)+3I_2/r}{2+1/r}
=7.776\times\frac{2.209+0.355}{2.25}=8.86\ \text{fs}.
$$

| | constant $\tau$ | constant $\lambda$ |
|---|---:|---:|
| $\sigma_{xx}$ (MS/m) | 8.32 | 8.07 |
| $\sigma_{zz}$ (MS/m) | 2.08 | 2.59 |
| $A$ | 4 | 3.12 |

Going from constant time to constant path lowers $\sigma_{xx}$ by 3% and raises $\sigma_{zz}$ by 24%, each relative to its constant-time value. In resistivity, constant path gives $\rho_{xx}=12.4$ and $\rho_{zz}=38.6$ µΩ cm; constant time gives 12.0 and 48.1 µΩ cm.

## A thin film and a real metal

In an interconnect the surfaces also scatter. Take a film of thickness $d=15$ nm with normal $x$ and surfaces that erase all drift. For a carrier leaving the surface at $x=0$, the response relative to bulk obeys $l\,dg/dx=1-g$ with $g(0)=0$ and $l=|v_x|\tau$. Thus $g=1-e^{-x/l}$, and its average over the thickness is

$$
F=1-\frac ld\left(1-e^{-d/l}\right).
$$

Carriers moving the other way give the same average. At constant $\tau$, $l$ depends on $n_x$ alone. At fixed $n_x$ the averages of $n_y^2$ and $n_z^2$ are equal, so both in-plane conductivities fall to the same fraction, 0.742 of bulk, and their ratio stays 4. At constant $\lambda$ the fractions are 0.754 along $y$ and 0.718 along $z$, and the ratio rises from 3.12 to 3.27. In this film the constant-path anisotropy is still the weaker one.

Ruthenium, a hexagonal interconnect metal, has a room-temperature resistivity of roughly 7 to 8 µΩ cm and a mean free path of somewhat under 10 nm. The model's $\rho_{xx}$ and $\lambda$ are of that order, but its $\rho_{zz}$ is far from typical, and so is its anisotropy: that of ruthenium is a matter of tens of per cent. With $z$ taken along the $c$ axis it also has the opposite sense, since ruthenium conducts better along $c$ than in the basal plane. Ruthenium has several Fermi-surface sheets, whose contributions add, and one ellipsoid does not represent them. Real lines also break the assumption of a bulk crystal. In the film above, surfaces remove about 25 to 28% of the in-plane conductivity; grain boundaries would remove more, by an amount not calculated here.

Other neglected effects differ greatly in size. At 300 K, with $\lambda$ independent of energy and $n$ fixed, thermal smearing lowers the constant-path conductivity by about $7\times10^{-5}$ of its zero-temperature value. The semiclassical picture is reasonable, since $k_t\lambda\approx67$ and the film holds about 32 transverse subbands, but in the film it is good only to one or two per cent. Replacing the integral over $k_x$ by a sum over hard-wall subbands at fixed $n$, with the same factor $F$, lowers the fractions to about 0.73 at constant $\tau$ and to 0.74 and 0.70 at constant $\lambda$, and moves the ratio from 3.27 to 3.28. The parabolic band is less secure. For a rough density of $7\times10^{22}$ atoms per cm$^3$ and one atom per primitive cell, the long semi-axis is 0.83 of the radius of a sphere with the volume of the Brillouin zone. With two atoms per cell, as in hexagonal ruthenium, the zone has half the volume and the ratio is larger by $2^{1/3}$, about 1.05 (1.03 with the actual density of ruthenium, $7.4\times10^{22}$ atoms per cm$^3$). The real hexagonal zone is not a sphere but is flat along $c$. For $c=0.428$ nm its face lies at $\pi/c=7.3$ nm$^{-1}$. With $z$ along $c$, the long semi-axis of 13.3 nm$^{-1}$ is 1.8 times this distance (0.91 of $2\pi/c$), and about a quarter of the ellipsoid lies outside the first zone. This crossing alone says little. In the hexagonal close-packed lattice the two atoms of the cell cancel the Fourier component of the potential at $2\pi/c$, and apart from spin-orbit coupling no gap opens on the face at $\pi/c$. The nearest gap along $c$ lies at $k_z=2\pi/c$. The tip of the ellipsoid, at 0.91 of that distance, is close to it, so lattice corrections to the band could be substantial there.

Crystal symmetry sets a further condition. If three equal ellipsoids point along $x$, $y$ and $z$, as cubic symmetry permits, each diagonal element of the total is $2\sigma_{xx}+\sigma_{zz}$ of one ellipsoid. The anisotropy then vanishes under both rules. The full set of computed values is in the numerical output.

## Calculated quantities

```
carrier density: 2e+22 cm^-3
light mass m_t: 0.6 m_e
heavy mass m_l: 2.4 m_e
mass ratio r: 4
mean free path: 10 nm
Fermi energy: 2.821 eV
semi-axis k_t: 6.665 nm^-1
semi-axis k_l: 13.33 nm^-1
Fermi surface area: 954.1 nm^-2
speed at equator: 1286 km/s
speed at pole: 643 km/s
constant path: tau at equator: 7.776 fs
constant path: tau at pole: 15.55 fs
matched constant tau: 8.861 fs
I0: 1.2092
I2: 0.4728
trace of sigma, both rules: 18.73 MS/m
constant tau: sigma_xx: 8.323 MS/m
constant tau: sigma_zz: 2.081 MS/m
constant tau: rho_xx: 12.02 uOhm cm
constant tau: rho_zz: 48.06 uOhm cm
constant path: sigma_xx: 8.068 MS/m
constant path: sigma_zz: 2.59 MS/m
constant path: rho_xx: 12.39 uOhm cm
constant path: rho_zz: 38.61 uOhm cm
anisotropy, constant tau: 4
anisotropy, constant path: 3.11506
constant path / constant tau anisotropy: 0.7788
anisotropy, tau proportional to speed: 5.028
oblate r=1/4: sigma_zz/sigma_xx, constant path: 2.985
film thickness: 15 nm
film/bulk sigma_yy, constant tau: 0.742
film/bulk sigma_zz, constant tau: 0.742
film/bulk sigma_yy, constant path: 0.754
film/bulk sigma_zz, constant path: 0.718
film sigma_yy/sigma_zz, constant tau: 4
film sigma_yy/sigma_zz, constant path: 3.27
temperature: 300 K
thermal energy / Fermi energy: 0.00916
thermal loss of sigma, constant path: 6.9e-05
k_t times mean free path: 66.7
transverse subbands k_t d/pi: 31.8
assumed site density: 7e+22 cm^-3
zone-sphere radius: 16.06 nm^-1
k_l / zone-sphere radius: 0.83
```
